# Counting Pressure Swings to Purge Residual Precursor from a Deposition Chamber: a program that tests the result

```python
"""
Pressure-swing purge of a well-mixed isothermal chamber.
Result under test: after n swings (pump to p_low, refill to p_high with
pure inert gas) the precursor mole fraction is x0*(p_low/p_high)**n, so the
smallest n that brings it strictly below target*x0 is
floor(ln(1/target)/ln(p_high/p_low)) + 1, which is 5 for 10 and 0.5 torr.
Symbols: tau_pump = volume/pumping speed; gamma = heat capacity ratio;
tau_heat = time for heat to reach the walls at p_high; tau_mix = diffusion
time of a blind pocket at p_high. Process values are rough typical ones.
"""
import math
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.fft import dct, idct
from scipy.integrate import solve_ivp
from scipy.special import jnp_zeros

TORR = const.torr
p_high, p_low, target = 10.0, 0.5, 1e-6
ratio = p_high / p_low
x0 = 0.01
T_wall = 473.0            # K
diameter, height = 30.0, 2.0   # cm
speed = 10.0              # L/s
t_fill = 0.5              # s, nominal isothermal refill time
gamma = 1.4               # nitrogen
kappa = 0.037             # W/(m K), nitrogen near T_wall, rough
D_atm = 0.2               # cm2/s, precursor in nitrogen at 760 torr, rough
pocket = 5.0              # cm, depth of a blind port
site_density = 5e18       # molecules per m2 in a monolayer, rough
line_diameter = 4.0       # cm
molecule_diameter = 0.37e-9    # m, nitrogen, rough


def formula_count(r):
    return math.floor(math.log10(1 / target) / math.log10(r)) + 1


def counted_swings(r):
    """Exact rational bookkeeping of moles, swing after swing."""
    r = Fraction(r)
    precursor, total, n = Fraction(1), Fraction(1), 0
    while precursor / total >= Fraction(1, 10**6):
        precursor, total = precursor / r, total / r   # pump-out
        total += 1 - total                            # inert refill
        n += 1
    return n


for r in (2, 3, 7, 10, 20, 50, 100, 300):
    assert formula_count(r) == counted_swings(r)
n_need = counted_swings(ratio)
assert n_need == formula_count(ratio) == 5

p_low_max = p_high * target ** (1 / n_need)
assert counted_swings(p_high / (0.999 * p_low_max)) == n_need
assert counted_swings(p_high / (1.001 * p_low_max)) == n_need + 1

volume = math.pi * diameter**2 / 4 * height / 1000    # L
tau_pump = volume / speed
heat_capacity = p_high * TORR / T_wall / (gamma - 1)  # J/(m3 K), at constant V
tau_heat = (height / 100)**2 * heat_capacity / (math.pi**2 * kappa)


def simulate(n_swings, heat):
    """Mole and energy balances; moles, T and p in units of the start state.
    heat: 'isothermal', 'walls' (conduction) or 'none' (adiabatic)."""
    inflow = (1 - 1 / ratio) / t_fill
    exchange = {"isothermal": 0.0, "walls": 1.0, "none": 0.0}[heat]

    def pump(t, y):
        a, b, T = y
        dT = -(gamma - 1) * T / tau_pump - exchange * (T - 1) / ((a + b) * tau_heat)
        return [-a / tau_pump, -b / tau_pump, 0.0 if heat == "isothermal" else dT]

    def fill(t, y):
        a, b, T = y
        dT = (inflow * (gamma - T) - exchange * (T - 1) / tau_heat) / (a + b)
        return [0.0, inflow, 0.0 if heat == "isothermal" else dT]

    def run(rhs, y, p_stop):
        def reached(t, z):
            return (z[0] + z[1]) * z[2] - p_stop
        reached.terminal = True
        sol = solve_ivp(rhs, (0, 20), y, method="LSODA", events=reached,
                        rtol=1e-9, atol=1e-15)
        assert sol.status == 1
        return sol.y_events[0][0]

    y = np.array([x0, 1 - x0, 1.0])
    pumped, filled, T_pumped, T_filled = [], [], [], []
    for _ in range(n_swings):
        y = run(pump, y, 1 / ratio)
        pumped.append(y[0] / (y[0] + y[1]) / x0)
        T_pumped.append(y[2])
        y = run(fill, y, 1.0)
        filled.append(y[0] / (y[0] + y[1]) / x0)
        T_filled.append(y[2])
    return np.array(pumped), np.array(filled), T_pumped, T_filled


pumped, filled, _, _ = simulate(n_need, "isothermal")
law = (p_low / p_high) ** np.arange(1, n_need + 1)
assert np.allclose(filled, law, rtol=1e-4, atol=0)
assert np.allclose(pumped, np.r_[1.0, law[:-1]], rtol=1e-4, atol=0)
assert filled[-1] < target < filled[-2]

_, real_fill, T_cold, T_hot = simulate(n_need, "walls")
assert real_fill[-1] < target
_, adiabatic, _, _ = simulate(10, "none")
adiabatic_factor = ratio ** (-1 / gamma)
assert abs(adiabatic[-1] / adiabatic[-2] / adiabatic_factor - 1) < 1e-3
n_adiabatic = int(np.argmax(adiabatic < target)) + 1
assert n_adiabatic > n_need

# Steady purge as the limit of many small swings at the upper pressure
small_low = p_high * (1 - 1e-4)
fraction, steady_gas, steady_time = 1.0, 0.0, 0.0
while fraction >= target:
    fraction *= small_low / p_high
    steady_gas += (p_high - small_low) * volume
    steady_time += tau_pump * math.log(p_high / small_low)
assert abs(steady_gas / (p_high * volume * math.log(1 / target)) - 1) < 1e-3
assert abs(steady_time / (tau_pump * math.log(1 / target)) - 1) < 1e-3
swing_gas = n_need * (p_high - p_low) * volume
swing_pump_time = n_need * tau_pump * math.log(ratio)
assert swing_pump_time > steady_time

# Blind pocket: equal-mole cells, index 0 at the closed end
D_high = D_atm * 760 / p_high
tau_mix = pocket**2 / (math.pi**2 * D_high)


def pocket_means(hold, n_swings, cells=2000):
    kept = round(cells / ratio)
    damping = np.exp(-np.arange(cells)**2 * hold / tau_mix)
    x, means = np.ones(cells), []
    for _ in range(n_swings):
        x = np.r_[x[:kept], np.zeros(cells - kept)]
        means.append(x.mean())
        if hold > 0:
            x = idct(dct(x, norm="ortho") * damping, norm="ortho")
    return np.array(means)


assert np.allclose(pocket_means(0, 8), 1 / ratio)
assert np.allclose(pocket_means(40 * tau_mix, 5), law, rtol=1e-6, atol=0)
holds = (0.2, 0.5)
pocket_rows = []
for hold in holds:
    means = pocket_means(hold, 12)
    k = np.arange(1, 50)
    excess = 1 + 2 * np.exp(-k**2 * hold / tau_mix).sum()
    assert abs(means[4] / means[3] * ratio / excess - 1) < 0.02
    pocket_rows.append((hold, excess, means[n_need - 1],
                        int(np.argmax(means < target)) + 1))
tau_across = (diameter / 2)**2 / (jnp_zeros(1, 1)[0]**2 * D_high)

# Walls, impurity of the purge gas, and flow regime at the lower pressure
molecules = p_high * TORR * volume * 1e-3 / (const.k * T_wall)
allowed = target * x0 * molecules
wall_area = math.pi * (diameter**2 / 2 + diameter * height) * 1e-4   # m2
layer_fraction = allowed / (wall_area * site_density)
impurity_max = x0 * (target - ratio**-n_need) / (1 - ratio**-n_need)
x = x0
for _ in range(n_need):
    x = x / ratio + impurity_max * (1 - 1 / ratio)
assert abs(x / (target * x0) - 1) < 1e-9
free_path = const.k * T_wall / (math.sqrt(2) * math.pi * molecule_diameter**2
                                * p_low * TORR) * 100   # cm
knudsen = free_path / line_diameter

print(f"upper, lower pressure: {p_high:.1f}, {p_low:.1f} torr; ratio {ratio:.0f}")
print(f"ln(1e6) = {math.log(1/target):.4f}, ln(ratio) = {math.log(ratio):.4f}")
print(f"bound on number of swings: {math.log(1/target)/math.log(ratio):.3f}")
for i, value in enumerate(filled, 1):
    print(f"x/x0 after swing {i} (integrated balances): {value:.4e}")
print(f"swings needed: {n_need}; final x/x0 = {filled[-1]*1e6:.4f} ppm")
print(f"largest lower pressure for {n_need} swings: {p_low_max:.3f} torr")
print(f"wall temperature: {T_wall:.0f} K; initial fraction x0: {x0}")
print(f"final absolute fraction: {x0*filled[-1]:.3e}")
print(f"diameter, height: {diameter:.0f}, {height:.0f} cm; volume {volume:.3f} L")
print(f"pumping speed: {speed:.0f} L/s; tau_pump {tau_pump:.4f} s")
print(f"one pump-out: {tau_pump*math.log(ratio):.3f} s; one refill: {t_fill} s")
print(f"pumping time, all swings: {swing_pump_time:.3f} s")
print(f"total time with refills, no holds: {swing_pump_time+n_need*t_fill:.2f} s")
print(f"steady purge time, same pump: {steady_time:.3f} s")
print(f"inert gas, swings: {swing_gas:.1f} torr L")
print(f"inert gas, steady purge at 10 torr: {steady_gas:.1f} torr L")
print(f"steady purge at 0.5 torr: {p_low*volume*math.log(1/target):.2f} torr L")
print(f"gamma {gamma}; heat conductivity {kappa} W/(m K)")
print(f"tau_heat at 10 torr: {tau_heat*1e3:.2f} ms")
print(f"gas minus wall T, end of pump-out: {(T_cold[-1]-1)*T_wall:.2f} K")
print(f"gas minus wall T, end of refill: {(T_hot[-1]-1)*T_wall:.2f} K")
print(f"final x/x0 with heat exchange: {real_fill[-1]*1e6:.4f} ppm")
print(f"no heat exchange: factor per swing tends to {adiabatic_factor:.4f}")
print(f"no heat exchange: swings needed {n_adiabatic}")
print(f"diffusion coefficient at 10 torr: {D_high:.1f} cm2/s")
print(f"pocket depth: {pocket:.0f} cm; tau_mix {tau_mix:.3f} s")
print(f"pocket, no mixing: x/x0 stays at {pocket_means(0, 8)[-1]:.3f}")
for hold, excess, left, count in pocket_rows:
    print(f"pocket, hold {hold} s: excess factor per swing {excess:.3f}")
    print(f"  x/x0 after {n_need}: {left*1e6:.3f} ppm; swings needed {count}")
print(f"diffusion time across chamber at 10 torr: {tau_across:.2f} s")
print(f"molecules in chamber at 10 torr: {molecules:.3e}")
print(f"precursor molecules allowed at target: {allowed:.3e}")
print(f"wall area: {wall_area:.4f} m2; monolayer {site_density:.0e} per m2")
print(f"allowed residue as part of a wall monolayer: {layer_fraction:.2e}")
print(f"largest precursor fraction in purge gas: {impurity_max:.2e}")
print(f"mean free path at 0.5 torr: {free_path:.4f} cm")
print(f"pump line: {line_diameter:.0f} cm; Knudsen number {knudsen:.4f}")
assert knudsen < 0.01
print("OK")
```

Printed output:

```
upper, lower pressure: 10.0, 0.5 torr; ratio 20
ln(1e6) = 13.8155, ln(ratio) = 2.9957
bound on number of swings: 4.612
x/x0 after swing 1 (integrated balances): 5.0000e-02
x/x0 after swing 2 (integrated balances): 2.5000e-03
x/x0 after swing 3 (integrated balances): 1.2500e-04
x/x0 after swing 4 (integrated balances): 6.2500e-06
x/x0 after swing 5 (integrated balances): 3.1250e-07
swings needed: 5; final x/x0 = 0.3125 ppm
largest lower pressure for 5 swings: 0.631 torr
wall temperature: 473 K; initial fraction x0: 0.01
final absolute fraction: 3.125e-09
diameter, height: 30, 2 cm; volume 1.414 L
pumping speed: 10 L/s; tau_pump 0.1414 s
one pump-out: 0.424 s; one refill: 0.5 s
pumping time, all swings: 2.118 s
total time with refills, no holds: 4.62 s
steady purge time, same pump: 1.953 s
inert gas, swings: 67.2 torr L
inert gas, steady purge at 10 torr: 195.3 torr L
steady purge at 0.5 torr: 9.77 torr L
gamma 1.4; heat conductivity 0.037 W/(m K)
tau_heat at 10 torr: 7.72 ms
gas minus wall T, end of pump-out: -0.52 K
gas minus wall T, end of refill: 2.73 K
final x/x0 with heat exchange: 0.3234 ppm
no heat exchange: factor per swing tends to 0.1177
no heat exchange: swings needed 7
diffusion coefficient at 10 torr: 15.2 cm2/s
pocket depth: 5 cm; tau_mix 0.167 s
pocket, no mixing: x/x0 stays at 0.050
pocket, hold 0.2 s: excess factor per swing 1.619
  x/x0 after 5: 2.117 ppm; swings needed 6
pocket, hold 0.5 s: excess factor per swing 1.100
  x/x0 after 5: 0.455 ppm; swings needed 5
diffusion time across chamber at 10 torr: 4.37 s
molecules in chamber at 10 torr: 2.886e+20
precursor molecules allowed at target: 2.886e+12
wall area: 0.1602 m2; monolayer 5e+18 per m2
allowed residue as part of a wall monolayer: 3.60e-06
largest precursor fraction in purge gas: 6.88e-09
mean free path at 0.5 torr: 0.0161 cm
pump line: 4 cm; Knudsen number 0.0040
OK
```
